**Testing the time map and stop rule of temperature-accelerated dynamics**

The program tests the map $t_c=t_he^{E(\beta_c-\beta_h)}$ from hot to cold escape times, where $E$ is a path's barrier and $\beta=1/k_BT$. It also tests the stop time $t_{\rm stop}=(L/\nu_{\min})(\nu_{\min}t_{\rm short}/L)^{T_c/T_h}$, with $L=\ln(1/\delta)$, prefactor floor $\nu_{\min}$, chosen risk $\delta$ and smallest mapped time $t_{\rm short}$. Exact diffusion integrals for a two-exit well assert nearly exponential escape, exit-independent mean times and time factors within 6% of the Arrhenius map. Sampled hot histories assert the cold branching, the waiting-time law, the chance that the first path changes, and the error bound $\sum_jp_j\delta^{1/p_j}$, where $p_j$ are cold branching fractions. For the model phosphorus–vacancy pair, the first path changes in about 62% of histories between 1200 K and 500 K, and 15 of 100,000 accepted winners are wrong. A counterexample with a prefactor below the assumed floor gives 80% wrong winners at $\delta=0.05$. The remaining output sizes neglected effects from rough silicon inputs; these are estimates, not assertions.

## Verification by program

```python
"""Temperature-accelerated dynamics (TAD): result under test.
Escape path i has rate nu_i*exp(-E_i/kT). Its first hot time t_hot maps to
t_cold = t_hot*exp(E_i*(beta_cold-beta_hot)); the smallest t_cold wins.
With all nu_i >= nu_min the hot run may stop at
t_stop = (L/nu_min)*(nu_min*t_short/L)**(T_cold/T_hot), L = ln(1/delta),
and the chance of a wrong winner is at most sum_j p_j*delta**(1/p_j),
where p_j are the cold branching fractions and t_short the best t_cold so far.
Energies in eV, times in s, beta = 1/kT in 1/eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq
from scipy.stats import kstest

rng = np.random.default_rng(20)
kB = const.k / const.e
T_cold, T_hot = 500.0, 1200.0
b_cold, b_hot = 1 / (kB * T_cold), 1 / (kB * T_hot)
d_beta = b_cold - b_hot
names = ["A", "B", "C"]
E = np.array([0.95, 1.10, 1.30])
nu = np.array([2e12, 1e13, 1e14])
nu_min, delta = 1e12, 0.05


def rates(prefactor, barrier, beta):
    return prefactor * np.exp(-beta * barrier)


def stop_time(t_short, floor, risk):
    L = np.log(1 / risk)
    return L / floor * (floor * t_short / L) ** (T_cold / T_hot)


def hot_first_times(prefactor, barrier, runs, events):
    """Chronological hot escapes, each turned back; first time of each path."""
    k = rates(prefactor, barrier, b_hot)
    times = np.cumsum(rng.exponential(1 / k.sum(), (runs, events)), axis=1)
    path = np.searchsorted(np.cumsum(k) / k.sum(), rng.random((runs, events)))
    path = np.minimum(path, len(k) - 1)
    first = np.full((runs, len(k)), np.inf)
    for i in range(len(k)):
        hit = path == i
        seen = hit.any(axis=1)
        first[seen, i] = times[seen, hit.argmax(axis=1)[seen]]
    return first


def run_tad(t_hot, barrier, floor, risk):
    """Apply the stop rule event by event: winner, cold time, hot time used."""
    order = np.argsort(t_hot, axis=1)
    hot = np.take_along_axis(t_hot, order, axis=1)
    cold = hot * np.exp(barrier[order] * d_beta)
    best = np.minimum.accumulate(cold, axis=1)
    stop = stop_time(best, floor, risk)
    following = np.hstack([hot[:, 1:], np.full((len(hot), 1), np.inf)])
    last = (stop <= following).argmax(axis=1)
    row = np.arange(len(hot))
    seen = np.arange(hot.shape[1])[None, :] <= last[:, None]
    winner = order[row, np.where(seen, cold, np.inf).argmin(axis=1)]
    return winner, best[row, last], np.maximum(stop, hot)[row, last]


def error_bound(p, risk):
    return np.sum(p * risk ** (1 / p))


# Exact diffusion in a one-dimensional well with two unequal exits.
# Friction is 1, so the diffusion constant is kT; lengths in nm.
E_left, E_right, half_left, half_right = 0.95, 1.10, 1.0, 0.1
x = np.linspace(-2 * half_left, 2 * half_right, 220001)
start = int(np.argmin(abs(x)))
V = np.where(x < 0, E_left * (1 - np.cos(np.pi * x / half_left)) / 2,
             E_right * (1 - np.cos(np.pi * x / half_right)) / 2)


def diffusion_escape(beta):
    dx = x[1] - x[0]

    def from_left(f):
        return cumulative_trapezoid(f, dx=dx, initial=0)

    def from_right(f):
        return from_left(f[::-1])[::-1]

    weight = np.exp(-beta * V)
    s_left, s_right = from_left(np.exp(beta * V)), from_right(np.exp(beta * V))
    total = s_left[-1]

    def solve(source):
        return beta / total * (s_right * from_left(weight * s_left * source)
                               + s_left * from_right(weight * s_right * source))

    p_right = s_left / total
    mean = solve(np.ones_like(x))
    second = 2 * solve(mean)
    mean_right = solve(p_right)
    p, tau = p_right[start], mean[start]
    return (np.array([1 - p, p]) / tau, p, second[start] / tau**2,
            mean_right[start] / (p * tau))


k1d_hot, p1d_hot, moment_hot, side_hot = diffusion_escape(b_hot)
k1d_cold, p1d_cold, moment_cold, side_cold = diffusion_escape(b_cold)
map_ratio = (k1d_hot / k1d_cold) / np.exp(np.array([E_left, E_right]) * d_beta)
assert abs(moment_hot - 2) < 0.02 and abs(moment_cold - 2) < 0.02
assert abs(side_hot - 1) < 0.01 and abs(side_cold - 1) < 0.01
# The residual is the finite-temperature anharmonic correction, order kT/E.
assert np.all(abs(map_ratio - 1) < 0.06)
assert p1d_hot > 0.5 > p1d_cold

print(f"beta cold, hot, difference: {b_cold:.3f}, {b_hot:.3f}, {d_beta:.3f} 1/eV")
print(f"1D well: right-exit fraction hot {p1d_hot:.3f}, cold {p1d_cold:.3f}")
print(f"1D well: <t^2>/<t>^2 hot {moment_hot:.4f}, cold {moment_cold:.4f}")
print(f"1D well: right-exit mean time / overall mean, hot {side_hot:.4f}")
print(f"1D well: true/Arrhenius time factor left {map_ratio[0]:.4f}, "
      f"right {map_ratio[1]:.4f}")

# Pair model: rates, branching and crossing temperatures.
k_hot, k_cold = rates(nu, E, b_hot), rates(nu, E, b_cold)
p_hot, p_cold = k_hot / k_hot.sum(), k_cold / k_cold.sum()
for i, name in enumerate(names):
    print(f"path {name}: E {E[i]:.2f} eV, prefactor {nu[i]:.1e} 1/s, "
          f"time factor {np.exp(E[i] * d_beta):.3e}")
    print(f"  rate hot {k_hot[i]:.3e} 1/s, cold {k_cold[i]:.3e} 1/s; "
          f"fraction hot {p_hot[i]:.4f}, cold {p_cold[i]:.4f}")
for j in (1, 2):
    cross = (E[j] - E[0]) / (kB * np.log(nu[j] / nu[0]))
    root = brentq(lambda T: np.log(rates(nu[j], E[j], 1 / (kB * T))
                  / rates(nu[0], E[0], 1 / (kB * T))), 300, 2000)
    assert abs(cross - root) < 1e-5
    print(f"rates of A and {names[j]} are equal at {root:.0f} K")

# One hot history with chosen event times.
print(f"prefactor floor {nu_min:.1e} 1/s, delta {delta:.2f}, "
      f"L {np.log(1 / delta):.4f}")
history = [(2, 0.8e-9), (1, 1.5e-9), (0, 4.0e-9)]
best = np.inf
for n, (i, t) in enumerate(history):
    mapped = t * np.exp(E[i] * d_beta)
    best = min(best, mapped)
    stop = stop_time(best, nu_min, delta)
    if n < 2:
        assert stop > history[n + 1][1]
    print(f"event {names[i]}: hot {t * 1e9:.1f} ns -> cold {mapped * 1e3:.3f} ms; "
          f"stop time now {stop * 1e9:.2f} ns")
assert best == mapped and stop > t


def unseen_margin(log_t):
    limit_barrier = (np.log(best) - log_t) / d_beta
    return (np.log(nu_min) - b_hot * limit_barrier + log_t
            - np.log(np.log(1 / delta)))


stop_root = np.exp(brentq(unseen_margin, np.log(1e-14), np.log(best)))
assert abs(stop_root / stop - 1) < 1e-8
E_limit = np.log(best / stop) / d_beta
print(f"limit barrier at the stop {E_limit:.4f} eV; "
      f"speed gain of this history {best / stop:.3e}")

# Many hot runs against the cold rate law.
runs = 100000
first = hot_first_times(nu, E, runs, 80)
winner, t_cold, t_used = run_tad(first, E, nu_min, delta)
true_winner = (first * np.exp(E * d_beta)).argmin(axis=1)
fractions = np.bincount(winner, minlength=3) / runs
K_cold = k_cold.sum()
ks = kstest(t_cold * K_cold, "expon").statistic
wrong = int(np.sum(winner != true_winner))
assert np.all(abs(fractions - p_cold) < 0.007)
assert abs(t_cold.mean() * K_cold - 1) < 0.017
assert ks < 0.01
assert wrong / runs <= error_bound(p_cold, delta) <= delta
ratio_h = k_hot[None, :] / k_hot[:, None]
ratio_c = k_cold[None, :] / k_cold[:, None]
P_same = np.sum(1 / np.maximum(ratio_h, ratio_c).sum(axis=1))
changed = np.mean(first.argmin(axis=1) != true_winner)
assert abs(changed - (1 - P_same)) < 0.008
print(f"{runs} hot runs: accepted fractions A {fractions[0]:.4f}, "
      f"B {fractions[1]:.4f}, C {fractions[2]:.4f}")
print(f"mean cold time: TAD {t_cold.mean() * 1e3:.3f} ms, "
      f"rate law {1e3 / K_cold:.3f} ms; KS distance {ks:.4f}")
print(f"first path changes on cooling: runs {changed:.4f}, "
      f"formula {1 - P_same:.4f}")
print(f"wrong winners {wrong} of {runs}; "
      f"bound on the chance {error_bound(p_cold, delta):.4f}")
print(f"mean hot time used {t_used.mean() * 1e9:.2f} ns; "
      f"mean speed gain {t_cold.mean() / t_used.mean():.3e}")

# Two close barriers at the prefactor floor: errors are visible.
E2, nu2, loose = np.array([0.95, 1.00]), np.array([1e12, 1e12]), 0.30
f2 = hot_first_times(nu2, E2, runs, 60)
w2 = run_tad(f2, E2, 1e12, loose)[0]
true2 = (f2 * np.exp(E2 * d_beta)).argmin(axis=1)
wrong2 = np.mean(w2 != true2)
p2 = rates(nu2, E2, b_cold)
p2 = p2 / p2.sum()
p2_hot = rates(nu2, E2, b_hot)
p2_hot = p2_hot / p2_hot.sum()
change2 = np.mean(f2.argmin(axis=1) != true2)
assert 0.01 < wrong2 < error_bound(p2, loose) < loose
assert abs(change2 - (p2[0] - p2_hot[0])) < 0.008
print(f"stress case: barriers {E2[0]:.2f}, {E2[1]:.2f} eV, both prefactors "
      f"{nu2[0]:.0e} 1/s, delta {loose:.2f}")
print(f"  wrong chance {wrong2:.4f}, bound {error_bound(p2, loose):.4f}")
print(f"  first path changes: runs {change2:.4f}, "
      f"branching difference {p2[0] - p2_hot[0]:.4f}")

# A path below the assumed prefactor floor removes the guarantee.
E3, nu3 = np.array([0.50, 1.10]), np.array([1e9, 1e13])
f3 = hot_first_times(nu3, E3, 10000, 500)
w3 = run_tad(f3, E3, nu_min, delta)[0]
wrong3 = np.mean(w3 != (f3 * np.exp(E3 * d_beta)).argmin(axis=1))
assert wrong3 > 0.5 > delta
print(f"floor broken: barriers {E3[0]:.2f}, {E3[1]:.2f} eV, prefactors "
      f"{nu3[0]:.0e}, {nu3[1]:.0e} 1/s")
print(f"  wrong chance {wrong3:.3f} although delta is {delta:.2f}")

# Sizes of neglected effects, from rough silicon inputs.
saddle_error = 0.05
print(f"saddle error {saddle_error:.2f} eV: mapped time factor "
      f"{np.exp(saddle_error * d_beta):.2f}")
expansion, bulk_GPa, act_volume_nm3 = 4e-6, 100.0, 0.005
shift = (3 * expansion * (T_hot - T_cold) * bulk_GPa * 1e9
         * act_volume_nm3 * 1e-27 / const.e)
print(f"expansion inputs: {expansion:.0e} 1/K, {bulk_GPa:.0f} GPa, "
      f"activation volume {act_volume_nm3:.3f} nm3")
print(f"  barrier shift {shift:.4f} eV; time factor {np.exp(b_hot * shift):.2f} "
      f"(cold-lattice E), {np.exp(b_cold * shift):.2f} (hot-lattice E)")
mode_THz = 10.0
quantum = []
for beta in (b_cold, b_hot):
    y = beta * const.h * mode_THz * 1e12 / const.e / 2
    quantum.append(np.sinh(y) / y * y / np.sin(y))
print(f"quantum rate factor, {mode_THz:.0f} THz well and barrier modes: "
      f"cold {quantum[0]:.3f}, hot {quantum[1]:.3f}")
memory_ps = 1.0
print(f"vibrational memory {memory_ps:.0f} ps / mean hot escape time: "
      f"{memory_ps * 1e-12 * k_hot.sum():.1e}")
doping, level = 1e18, 0.10
print(f"charge inputs: donors {doping:.0e} cm-3, pair level {level:.2f} eV "
      f"above midgap")
for label, T in (("cold", T_cold), ("hot", T_hot)):
    gap = 1.17 - 4.73e-4 * T**2 / (T + 636)
    n_i = np.sqrt(2.8e19 * 1.8e19) * (T / 300)**1.5 * np.exp(-gap / (2 * kB * T))
    fermi = kB * T * np.arcsinh(doping / (2 * n_i))
    negative = 1 / (1 + 2 * np.exp((level - fermi) / (kB * T)))
    print(f"  {label}: intrinsic density {n_i:.1e} cm-3, Fermi level "
          f"{fermi:.3f} eV above midgap, negative pairs {negative:.3f}")
charge_shift = 0.10
print(f"barrier {charge_shift:.2f} eV off by charge state: cold rate factor "
      f"{np.exp(b_cold * charge_shift):.1f}")
print("all good")
```

Output:

```
beta cold, hot, difference: 23.209, 9.670, 13.539 1/eV
1D well: right-exit fraction hot 0.717, cold 0.249
1D well: <t^2>/<t>^2 hot 1.9997, cold 2.0000
1D well: right-exit mean time / overall mean, hot 0.9998
1D well: true/Arrhenius time factor left 0.9622, right 0.9653
path A: E 0.95 eV, prefactor 2.0e+12 1/s, time factor 3.853e+05
  rate hot 2.047e+08 1/s, cold 5.314e+02 1/s; fraction hot 0.2586, cold 0.8557
path B: E 1.10 eV, prefactor 1.0e+13 1/s, time factor 2.936e+06
  rate hot 2.400e+08 1/s, cold 8.175e+01 1/s; fraction hot 0.3032, cold 0.1316
path C: E 1.30 eV, prefactor 1.0e+14 1/s, time factor 4.402e+07
  rate hot 3.469e+08 1/s, cold 7.881e+00 1/s; fraction hot 0.4382, cold 0.0127
rates of A and B are equal at 1082 K
rates of A and C are equal at 1038 K
prefactor floor 1.0e+12 1/s, delta 0.05, L 2.9957
event C: hot 0.8 ns -> cold 35.217 ms; stop time now 47.04 ns
event B: hot 1.5 ns -> cold 4.404 ms; stop time now 19.78 ns
event A: hot 4.0 ns -> cold 1.541 ms; stop time now 12.77 ns
limit barrier at the stop 0.8643 eV; speed gain of this history 1.207e+05
100000 hot runs: accepted fractions A 0.8546, B 0.1330, C 0.0124
mean cold time: TAD 1.601 ms, rate law 1.610 ms; KS distance 0.0031
first path changes on cooling: runs 0.6144, formula 0.6169
wrong winners 15 of 100000; bound on the chance 0.0258
mean hot time used 11.51 ns; mean speed gain 1.391e+05
stress case: barriers 0.95, 1.00 eV, both prefactors 1e+12 1/s, delta 0.30
  wrong chance 0.0489, bound 0.1582
  first path changes: runs 0.1431, branching difference 0.1428
floor broken: barriers 0.50, 1.10 eV, prefactors 1e+09, 1e+13 1/s
  wrong chance 0.796 although delta is 0.05
saddle error 0.05 eV: mapped time factor 1.97
expansion inputs: 4e-06 1/K, 100 GPa, activation volume 0.005 nm3
  barrier shift 0.0262 eV; time factor 1.29 (cold-lattice E), 1.84 (hot-lattice E)
quantum rate factor, 10 THz well and barrier modes: cold 1.080, hot 1.013
vibrational memory 1 ps / mean hot escape time: 7.9e-04
charge inputs: donors 1e+18 cm-3, pair level 0.10 eV above midgap
  cold: intrinsic density 2.1e+14 cm-3, Fermi level 0.366 eV above midgap, negative pairs 0.996
  hot: intrinsic density 3.8e+18 cm-3, Fermi level 0.014 eV above midgap, negative pairs 0.178
barrier 0.10 eV off by charge state: cold rate factor 10.2
all good
```
